\section*{Jahn-Teller stabilization and Kramers pairs of an acceptor quartet}

\section{Static relaxation or vibronic calculation?}

Anyone computing the ground state of a neutral acceptor has to choose what to do with the atoms. One may let them relax into a distorted geometry and read off a split hole level, or keep the cubic geometry and treat the vibrations quantum mechanically together with the hole. The choice depends on the Jahn-Teller energy $E_{\rm JT}$ compared with the phonon quantum $\hbar\omega$. A related question is how far the splitting can go: whether a distortion can leave a single, non-degenerate hole state.

We consider one hole in a $\Gamma_8$ quartet, described by the $J=3/2$ matrices (with $\hbar$ removed from $\mathbf J$). All electronic energies are hole energies, so the ground state is the lowest one. In a cubic crystal a tetragonal distortion has two partners, $Q_\theta$ (elongation along $z$) and $Q_\varepsilon$ (difference between $x$ and $y$). They share one mass $M$ and one stiffness $K=M\omega^2$. To linear order in the coupling,
\begin{equation}
H=\frac{P_\theta^2+P_\varepsilon^2}{2M}+\frac K2\left(Q_\theta^2+Q_\varepsilon^2\right)+V\left(Q_\theta\rho_\theta+Q_\varepsilon\rho_\varepsilon\right),
\label{eq:H}
\end{equation}
\begin{equation}
\rho_\theta=J_z^2-\tfrac13 J^2,\qquad \rho_\varepsilon=\frac{J_x^2-J_y^2}{\sqrt3}.
\label{eq:rho}
\end{equation}
Cubic symmetry forces the same $V$ on both terms. Trigonal distortions and the split-off hole states are left out here and sized in the last section. Excited acceptor levels are left out throughout.

\section{The static energy surface}

Since $J^2/3=5/4$ and $J_z^2$ equals $9/4$ or $1/4$, $\rho_\theta$ is $+1$ for $m=\pm3/2$ and $-1$ for $m=\pm1/2$. For the other matrix use $J_x^2-J_y^2=(J_+^2+J_-^2)/2$. From $J_+|{-\tfrac12}\rangle=2|\tfrac12\rangle$ and $J_+|\tfrac12\rangle=\sqrt3|\tfrac32\rangle$,
\begin{equation}
\langle\tfrac32|\rho_\varepsilon|{-\tfrac12}\rangle=\frac1{\sqrt3}\cdot\frac{2\sqrt3}{2}=1,
\end{equation}
and in the same way $\langle\tfrac12|\rho_\varepsilon|{-\tfrac32}\rangle=1$. The quartet therefore falls into two blocks, $(|\tfrac32\rangle,|{-\tfrac12}\rangle)$ and $(|{-\tfrac32}\rangle,|\tfrac12\rangle)$. In each block, in the order written,
\begin{equation}
\rho_\theta=\sigma_z,\qquad \rho_\varepsilon=\sigma_x .
\label{eq:blocks}
\end{equation}
Pauli matrices square to one and anticommute. Hence, with $Q^2=Q_\theta^2+Q_\varepsilon^2$,
\begin{equation}
\left[V(Q_\theta\rho_\theta+Q_\varepsilon\rho_\varepsilon)\right]^2
=V^2\left[Q_\theta^2+Q_\varepsilon^2+Q_\theta Q_\varepsilon(\rho_\theta\rho_\varepsilon+\rho_\varepsilon\rho_\theta)\right]=V^2Q^2 .
\end{equation}
The eigenvalues are $\pm|V|Q$. The coupling is traceless in each block, so each sign occurs once per block and twice in all. With the atoms held fixed, the energies are
\begin{equation}
W_\pm(Q)=\tfrac12KQ^2\pm|V|Q .
\label{eq:W}
\end{equation}
Completing the square in the lower one gives
\begin{equation}
W_-=\tfrac12K(Q-Q_0)^2-E_{\rm JT},\qquad Q_0=\frac{|V|}{K},\qquad E_{\rm JT}=\frac{V^2}{2K}.
\label{eq:EJT}
\end{equation}
The elastic cost at the minimum is $KQ_0^2/2=E_{\rm JT}$ and the electronic gain is $|V|Q_0=2E_{\rm JT}$, which leaves a net gain $E_{\rm JT}$. The gap between the two pairs at this geometry is $2|V|Q_0=4E_{\rm JT}$.

If only $Q_\theta$ is allowed to move, there are two wells of equal depth. The pair $m=\pm3/2$ is lowest at $Q_\theta=-V/K$ and the pair $m=\pm1/2$ at $Q_\theta=+V/K$. With both components free, $W_-$ does not depend on the angle $\varphi$ defined by $Q_\theta=Q\cos\varphi$, $Q_\varepsilon=Q\sin\varphi$. The two wells are then points on a circular trough. Linear coupling fixes the amount of distortion but selects no axis; that takes terms beyond Eq.~\eqref{eq:H}, such as anharmonic or quadratic ones.

\section{Why the pairs survive}

The double degeneracy in Eq.~\eqref{eq:W} came from a special matrix algebra. Time reversal shows that it outlasts that algebra. Define
\begin{equation}
T=U\mathcal K,\qquad U=e^{-i\pi J_y},
\end{equation}
where $\mathcal K$ is complex conjugation in the basis $|m\rangle$. In that basis $J_x$ and $J_z$ are real and $J_y$ is imaginary, so $\mathcal K$ reverses $J_y$ alone. The rotation $U$ by $\pi$ about $y$ reverses $J_x$ and $J_z$. Together,
\begin{equation}
T\mathbf J\,T^{-1}=-\mathbf J .
\end{equation}
Because $-i\pi J_y$ is a real matrix, $U^*=U$ and
\begin{equation}
T^2=UU^*=e^{-2\pi iJ_y}=(-1)^{2J}=-1\quad\text{for }J=\tfrac32 .
\label{eq:T2}
\end{equation}
Displacements are even under time reversal, and any product of two components of $\mathbf J$ is even too. Thus $T$ commutes with the electronic Hamiltonian at every fixed distortion. If $\psi$ is an eigenstate, $T\psi$ has the same energy. An antiunitary operator obeys $\langle T\alpha|T\beta\rangle=\langle\beta|\alpha\rangle$. Put $\alpha=\psi$ and $\beta=T\psi$:
\begin{equation}
\langle T\psi|\psi\rangle=\langle T\psi|T^2\psi\rangle=-\langle T\psi|\psi\rangle=0 .
\label{eq:kramers}
\end{equation}
The two states are orthogonal, so each level is at least twofold. The argument used neither the tetragonal form of the distortion nor linearity in $Q$. A strain of any shape can split the quartet into two pairs and no further.

The proof also covers moving atoms. Let $\mathcal K$ conjugate the vibrational wave function as well. Then $P\to-P$, but $P$ enters Eq.~\eqref{eq:H} squared, and Eq.~\eqref{eq:kramers} applies to the vibronic states.

Two changes break the proof. For integer $J$, Eq.~\eqref{eq:T2} gives $T^2=+1$ and orthogonality no longer follows. With $J=2$, for instance, $\langle1|J_x^2-J_y^2|{-1}\rangle=\tfrac12\sqrt6\sqrt6=3$, so a term $c(J_x^2-J_y^2)$ splits $m=\pm1$ into singlets at $\pm3c$. A magnetic field adds $g\mu_{\rm B}\mathbf B\cdot\mathbf J$, which is odd under $T$. In a static well whose lower pair is $m=\pm3/2$, a field along $z$ splits that pair by $3g\mu_{\rm B}B$. For the round value $g=1$ and a field of 1~T this is 0.17~meV.

\section{Quantum motion of the distortion}

\subsection{Weak coupling}

Without coupling the two oscillators have zero-point energy $\hbar\omega$ and the ground level is fourfold. Write each coordinate as $Q_i=\sqrt{\hbar/2M\omega}\,(a_i+a_i^\dagger)$. The first-order shift vanishes, and the second-order one passes through states with one phonon, at a cost $\hbar\omega$:
\begin{equation}
\Delta E=-\sum_{i=\theta,\varepsilon}\frac{V^2\hbar}{2M\omega}\,\frac{\rho_i^2}{\hbar\omega}
=-2\,\frac{V^2}{2M\omega^2}=-2E_{\rm JT}.
\label{eq:weak}
\end{equation}
This is the leading term for $E_{\rm JT}\ll\hbar\omega$. It is twice the static gain because each component contributes $V^2\langle\rho_i^2\rangle/2K$ with $\rho_i^2=1$. A static distortion gains only $V^2\langle\rho_i\rangle^2/2K$ from each component, and $\langle\rho_\theta\rangle^2+\langle\rho_\varepsilon\rangle^2\le1$ in any state, since $\cos\varphi\,\rho_\theta+\sin\varphi\,\rho_\varepsilon$ has eigenvalues $\pm1$ for every $\varphi$. The shift is a multiple of the unit matrix and leaves the quartet unsplit.

The fourfold degeneracy holds at any strength of the linear coupling. In one block of Eq.~\eqref{eq:blocks} the coupling is $VQ(\cos\varphi\,\sigma_z+\sin\varphi\,\sigma_x)$. With $L=-i\partial_\varphi$,
\begin{align}
[L,\cos\varphi\,\sigma_z+\sin\varphi\,\sigma_x]&=-i(\cos\varphi\,\sigma_x-\sin\varphi\,\sigma_z),\\
[\tfrac12\sigma_y,\cos\varphi\,\sigma_z+\sin\varphi\,\sigma_x]&=+i(\cos\varphi\,\sigma_x-\sin\varphi\,\sigma_z).
\end{align}
The sum $j=L+\sigma_y/2$ is therefore conserved, and its eigenvalues are half-integers. The block Hamiltonian is real, and complex conjugation turns $j$ into $-j$. Since $j$ is never zero, each level is at least double in one block and at least fourfold in the two together. The static splitting into pairs belongs to a fixed distortion; quantum motion around the trough restores the quartet.

\subsection{Strong coupling}

For $E_{\rm JT}\gg\hbar\omega$ the system stays near $Q_0$ on the lower surface. Writing the wave function as $\chi/\sqrt Q$ removes the first radial derivative and leaves
\begin{equation}
-\frac{\hbar^2}{2M}\frac{\partial^2}{\partial Q^2}+\frac{\hbar^2}{2MQ^2}\left(L^2-\frac14\right),\qquad L^2=j^2+\frac14-j\sigma_y .
\end{equation}
The matrix $\sigma_y$ has zero expectation value in the eigenstates of $\cos\varphi\,\sigma_z+\sin\varphi\,\sigma_x$; it only connects the two surfaces, which lie $4E_{\rm JT}$ apart. Dropping that connection, the two quarters cancel and the angular energy is $\hbar^2j^2/2MQ^2$. Set $Q=Q_0$, $j=\pm1/2$ and $Q_0^2=2E_{\rm JT}/K$:
\begin{equation}
E_0\simeq-E_{\rm JT}+\frac{\hbar\omega}2+\frac{\hbar^2}{8MQ_0^2}
=-E_{\rm JT}+\frac{\hbar\omega}2+\frac{(\hbar\omega)^2}{16E_{\rm JT}} .
\label{eq:strong}
\end{equation}
Measured from the uncoupled energy $\hbar\omega$, the lowering is $E_{\rm JT}+\hbar\omega/2-(\hbar\omega)^2/16E_{\rm JT}$. The half quantum appears because one of two oscillations has become a slow rotation. At $E_{\rm JT}=6\hbar\omega$ this formula gives $6.490\,\hbar\omega$. Diagonalizing Eq.~\eqref{eq:H} in oscillator states with up to 28 quanta gives $6.488\,\hbar\omega$.

\section{From strain to the mode parameters}

For a shallow acceptor the mode can be modelled by a uniform strain in a ball of radius $R$ and volume $\Omega$ that contains the hole. Apart from a common shift proportional to the volume change, the hole energy under normal strains is $b\sum_i(J_i^2-J^2/3)e_{ii}$, with $b$ the tetragonal deformation potential. Take $e_{xx}=e_{yy}=-\eta/3$ and $e_{zz}=2\eta/3$. The three matrices sum to zero, so those for $x$ and $y$ together equal $-\rho_\theta$, and the energy is $b(\tfrac23+\tfrac13)\eta\rho_\theta=b\eta\rho_\theta$. With $Q_\theta=R\eta$ this means $V=b/R$.

A traceless normal strain has elastic energy density $\tfrac12(C_{11}-C_{12})\sum_ie_{ii}^2$, and here $\sum_i e_{ii}^2=2\eta^2/3$. The displacement is $u_i=e_{ii}x_i$, and $\int x_i^2\,d^3r=\Omega R^2/5$ for each axis. Matching the elastic energy to $KR^2\eta^2/2$ and the kinetic energy to $MR^2\dot\eta^2/2$ gives, for mass density $\rho$,
\begin{equation}
K=\frac{2(C_{11}-C_{12})\Omega}{3R^2},\qquad M=\frac{2\rho\,\Omega}{15},\qquad \omega^2=\frac{5(C_{11}-C_{12})}{\rho R^2},
\label{eq:KM}
\end{equation}
\begin{equation}
E_{\rm JT}=\frac{V^2}{2K}=\frac{3b^2}{4(C_{11}-C_{12})\Omega}.
\label{eq:strainE}
\end{equation}

To fix $\Omega$, let a hole of density $n(\mathbf r)$ strain each point independently. Minimizing $\int[(C_{11}-C_{12})\eta^2/3-|b|n\eta]\,d^3r$ gives $\eta=3|b|n/2(C_{11}-C_{12})$ and an energy gain $3b^2\int n^2d^3r/4(C_{11}-C_{12})$. This matches Eq.~\eqref{eq:strainE} if $1/\Omega=\int n^2d^3r$. For a hydrogenic envelope, $n=e^{-2r/a}/\pi a^3$,
\begin{equation}
\frac1\Omega=\frac{4\pi}{\pi^2a^6}\int_0^\infty r^2e^{-4r/a}dr=\frac4{\pi a^6}\cdot\frac{2a^3}{64}=\frac1{8\pi a^3}.
\label{eq:Omega}
\end{equation}
Strains at neighbouring points of a real crystal must fit together. That constraint can only reduce the tetragonal static gain, so Eq.~\eqref{eq:strainE} with Eq.~\eqref{eq:Omega} is an upper bound on it within this envelope model.

\section{Gallium in silicon}

The inputs are rough typical values: binding energy $E_b=70$~meV, relative permittivity $\kappa=11.7$, $C_{11}=166$~GPa, $C_{12}=64$~GPa, $C_{44}=80$~GPa, $\rho=2330$~kg/m$^3$ and $b=-1.5$~eV. The hydrogenic radius is $a=e^2/(8\pi\epsilon_0\kappa E_b)=0.88$~nm. Then $\Omega=8\pi a^3=17$~nm$^3$, $R=(3\Omega/4\pi)^{1/3}=1.6$~nm and $|V|=1.5/1.6=0.94$~eV/nm. Equation~\eqref{eq:KM} gives $K=455$~N/m, $M=5.3\times10^{-24}$~kg and $\hbar\omega=6.1$~meV. The static results are
\begin{equation}
E_{\rm JT}=0.16~\text{meV}=2.5\times10^{-23}~\text{J},\qquad 4E_{\rm JT}=0.62~\text{meV},
\end{equation}
with a trough strain of $2.1\times10^{-4}$, or $Q_0=0.33$~pm.

The ratio $E_{\rm JT}/\hbar\omega$ is 0.025, deep in the weak-coupling regime. The zero-point strain of one component, $\sqrt{\hbar/2M\omega}/R=6.5\times10^{-4}$, is three times the trough strain, so in this model the atoms do not settle into a distorted geometry of the hole's own making. Equation~\eqref{eq:weak} predicts a lowering of 0.31~meV; diagonalization of Eq.~\eqref{eq:H} gives 0.30~meV, a fourfold ground level, and a first excitation at 5.8~meV. The calculation to choose is the vibronic one in cubic geometry.

At fixed $b$, $E_{\rm JT}\propto R^{-3}$ and $\hbar\omega\propto R^{-1}$, so their ratio grows as $R^{-2}$. It would reach one at $R\approx1.6\sqrt{0.025}\approx0.25$~nm, about a bond length, where a continuum ball fails. A strongly localized acceptor needs an atomistic calculation.

\subsection{What the model leaves out}

\textit{Trigonal strain.} Shear adds $(2d/\sqrt3)\sum_{i<k}\tfrac12(J_iJ_k+J_kJ_i)e_{ik}$, with roughly $d=-4$~eV. For $e_{xy}$ alone the matrix $\tfrac12(J_xJ_y+J_yJ_x)=(J_+^2-J_-^2)/4i$ has eigenvalues $\pm\sqrt3/2$, so the levels move by $\pm|d|e_{xy}$. The elastic cost is $2C_{44}\Omega e_{xy}^2$, and the gain is $d^2/8C_{44}\Omega=0.23$~meV. This exceeds the tetragonal value. Numerical minimization over all five traceless strain components also gives 0.23~meV, so the tetragonal trough is not the lowest static state for these inputs. In the weak-coupling limit each of the three shear modes lowers the vibronic ground level by the same 0.23~meV, about 0.7~meV together, so the tetragonal lowering of 0.31~meV is only part of the total. The Kramers pairs are unaffected.

\textit{Elastic continuity.} Let the coupling energy density be $nD_{ik}e_{ik}$ and expand the displacement in plane waves of direction $\hat{\mathbf k}$. Each wave has elastic energy $\tfrac12k^2\mathbf u^*\Gamma\mathbf u$, with $\Gamma_{il}=\sum_{jm}C_{ijlm}\hat k_j\hat k_m$, and is driven by a force proportional to $k\,nD\hat{\mathbf k}$. Minimizing, the powers of $k$ cancel, and for a spherical $n$ the gain is
\begin{equation}
E_{\rm cont}=\frac1{2\Omega}\left\langle(D\hat{\mathbf k})\cdot\Gamma^{-1}(D\hat{\mathbf k})\right\rangle_{\hat{\mathbf k}} .
\end{equation}
With $D=b\,\mathrm{diag}(-\tfrac12,-\tfrac12,1)$ and a numerical average over directions this is 0.07~meV, 0.44 of the ball value. The trigonal gain falls to 0.13~meV.

\textit{Leakage.} The ball is not isolated. A shear wave of speed $v=\sqrt{(C_{11}-C_{12})/2\rho}=4.7$~km/s covers one radius in a time $R/v$, which corresponds to $\hbar v/R=1.9$~meV, a third of $\hbar\omega$. In the crystal the acoustic phonons form a continuum down to zero energy, so the excitation at 5.8~meV belongs to the one-mode model and is not a sharp level of the acceptor. Even in an isolated ball the uniform strain is not a normal mode: $\omega$ in Eq.~\eqref{eq:KM} is a variational upper bound on the lowest tetragonal vibration, which for a free ball with these constants lies at 5.1~meV.

\textit{Split-off states.} The quartet and the split-off pair both derive from $p$ orbitals, on which the $\theta$ strain acts as $b\eta O$ with $O=3L_z^2-2$. In the state $\sqrt{2/3}\,|0\uparrow\rangle+\sqrt{1/3}\,|1\downarrow\rangle$, $\langle O^2\rangle=3$ and $\langle O\rangle^2=1$. The remaining strength, 2, leads to the split-off pair; for $m=\pm3/2$ it is zero. The quartet average is 1 per component, hence 2 for both. With a splitting $\Delta=44$~meV, the extra lowering is $2(b\eta_{\rm zp})^2/(\Delta+\hbar\omega)=0.04$~meV, where $\eta_{\rm zp}$ is the zero-point strain. This is an eighth of the tetragonal vibronic lowering. The value 44~meV is the band-edge splitting. The hole is bound by more than that, and the bound quartet and bound pair lie closer together, by an amount that depends on the envelope and the core; a gap of 30~meV would give 0.05~meV, a sixth.

\textit{Sample and temperature.} With the atoms otherwise held fixed, a stray tetragonal strain of $10^{-4}$ separates the pairs by $2|b|\eta=0.30$~meV; vibronic motion reduces this somewhat. The gap is comparable with the thermal energy of 0.36~meV at 4.2~K. At 300~K the thermal energy is 26~meV, four phonon quanta, and a ground-level description no longer applies. In lightly doped silicon most of the acceptors are then ionized as well, so the neutral state treated here is rare.

Real gallium acceptors are substitutional and shallow, and the chosen binding energy is near the real one. Their envelope is not hydrogenic, because the valence band is warped and the impurity core adds binding. Since $E_{\rm JT}\propto b^2/a^3$, a 10\% error in $a$ changes it by about 30\%. The error may well be larger: the hydrogenic relation between $a$ and $E_b$ implies a single hole mass of $\kappa^2E_b/(13.6~\text{eV})=0.70$ free-electron masses, which merely stands in for the warped bands and the core. The largest of the corrections estimated here are elastic continuity, which more than halves the tetragonal energy, and the trigonal modes, which outweigh it. The numbers therefore give an order of magnitude for the tetragonal part, from about a tenth to a few tenths of a meV for the chosen radius, and not a predicted spectrum. None of these corrections raises the static energy to the scale of $\hbar\omega$.
